# Alloy Disorder Scattering from Random Site Occupation

## The scattering rate

In a random alloy A$_{1-x}$B$_x$, a carrier of energy $E$ near an isotropic parabolic band edge is scattered by the disorder at the rate

$$
\frac{1}{\tau(E)}=\frac{2\pi}{\hbar}\,\Omega_0\,x(1-x)\,U^2\,g(E). \tag{1}
$$

Here $\Omega_0$ is the volume per alloy site, $U$ is the difference between the B and A site potentials averaged over that volume as defined in (6), and $g(E)$ is the density of final states per unit volume, per unit energy and for one spin. The energy is measured from the band edge.

Equation (1) is the leading order in the disorder. It assumes that sites are occupied independently, that scattering is elastic and conserves spin, and that the site potential is short compared with the carrier wavelength. To this order, the rate is proportional to $x(1-x)$ at fixed $U$, $\Omega_0$ and effective mass $m$; higher orders can make the rates at $x$ and $1-x$ differ. In a real alloy these parameters may themselves vary with $x$.

## Site disorder

Let $c_i=1$ if site $i$ holds B and $c_i=0$ if it holds A, with probabilities $x$ and $1-x$. Then $\langle c_i\rangle=x$. Since $c_i^2=c_i$, the deviation $\delta c_i=c_i-x$ has variance

$$
\langle\delta c_i^2\rangle=\langle c_i^2\rangle-x^2=x-x^2=x(1-x).
$$

For different sites, independence gives $\langle\delta c_i\,\delta c_j\rangle=\langle\delta c_i\rangle\langle\delta c_j\rangle=0$. Together,

$$
\langle\delta c_i\,\delta c_j\rangle=x(1-x)\,\delta_{ij}. \tag{2}
$$

The number $n_B$ of B atoms in a block of $n$ sites is binomially distributed. By (2), the composition $n_B/n$ of the block has variance

$$
\frac{1}{n^2}\sum_{ij}\langle\delta c_i\,\delta c_j\rangle=\frac{x(1-x)}{n}. \tag{3}
$$

Larger blocks fluctuate less, but the product of this variance and the block volume $n\Omega_0$ is $\Omega_0x(1-x)$, whatever the block size. This product, multiplied by $U^2$, is the disorder strength in (1).

Now let each atom contribute a fixed potential, $v_A$ or $v_B$, regardless of its neighbours, and neglect atomic displacements. With $\Delta v=v_B-v_A$, the crystal potential is

$$
V(\mathbf r)=\Big[V_A(\mathbf r)+x\sum_i\Delta v(\mathbf r-\mathbf R_i)\Big]+\sum_i\delta c_i\,\Delta v(\mathbf r-\mathbf R_i), \tag{4}
$$

where $V_A$ is the potential with A on every alloy site. The bracket is periodic: it is the virtual crystal, whose Bloch states are not scattered by it. The last sum is the disorder.

## The matrix element

Near the band edge, write the states in a crystal of volume $\mathcal V$ as

$$
\psi_{\mathbf k}(\mathbf r)=\mathcal V^{-1/2}e^{i\mathbf k\cdot\mathbf r}u(\mathbf r),
$$

with the same periodic function $u$ for all relevant $\mathbf k$, and with $|u|^2$ averaging to 1 over a cell. All alloy sites are taken to be equivalent for $|u|^2$. Let $\mathbf q=\mathbf k'-\mathbf k$. Setting $\mathbf r=\mathbf R_i+\mathbf s$ in the contribution of site $i$ gives

$$
M_{\mathbf k'\mathbf k}=\frac{1}{\mathcal V}\sum_i\delta c_i\,e^{-i\mathbf q\cdot\mathbf R_i}\int\Delta v(\mathbf s)|u(\mathbf s)|^2e^{-i\mathbf q\cdot\mathbf s}\,d^3s. \tag{5}
$$

If $q$ times the range of $\Delta v$ is small, the exponential inside the integral can be replaced by 1. Define

$$
U\Omega_0=\int\Delta v(\mathbf s)|u(\mathbf s)|^2\,d^3s. \tag{6}
$$

The squared matrix element, averaged with (2), is then

$$
\begin{aligned}
\langle|M_{\mathbf k'\mathbf k}|^2\rangle
&=\frac{U^2\Omega_0^2}{\mathcal V^2}\sum_{ij}\langle\delta c_i\,\delta c_j\rangle e^{-i\mathbf q\cdot(\mathbf R_i-\mathbf R_j)}\\
&=\frac{U^2\Omega_0^2}{\mathcal V^2}\,N x(1-x)
=\frac{U^2\Omega_0\,x(1-x)}{\mathcal V}. \tag{7}
\end{aligned}
$$

The last step uses $N=\mathcal V/\Omega_0$ for the number of sites. The phases have disappeared because different sites are uncorrelated, so the average does not depend on $\mathbf q$.

The mean part of the same potential shifts the band edge, to first order, by $x N U\Omega_0/\mathcal V=xU$. To this order, $U$ is therefore the slope of the edge with composition. Higher orders change the slope even within this model. In a real alloy, changes of lattice constant and charge redistribution also enter, so the slope need not equal the scattering parameter.

A finite sample prepared with a fixed number of B atoms obeys $\sum_i\delta c_i=0$. Squaring this and averaging shows that each pair of different sites has covariance $-x(1-x)/(N-1)$. For a nonzero $\mathbf q$ allowed by the periodic boundaries, and not a reciprocal-lattice vector, the phases of all pairs with $i\ne j$ sum to $-N$. The factor $Nx(1-x)$ in (7) is then multiplied by $N/(N-1)$. This is 1.11 for ten sites and indistinguishable from 1 in a crystal.

## From matrix element to rate

The golden rule, with the averaged matrix element (7), gives

$$
\frac1\tau=\frac{2\pi}{\hbar}\sum_{\mathbf k'}\langle|M_{\mathbf k'\mathbf k}|^2\rangle\,\delta(E-E_{\mathbf k'})
=\frac{2\pi}{\hbar}\frac{U^2\Omega_0x(1-x)}{\mathcal V}\,\mathcal V g(E). \tag{8}
$$

The crystal volume cancels and (1) follows. The density of states is for one spin because the potential does not flip spin. For $E=\hbar^2k^2/2m$, the delta function contributes $1/|dE/dk|=m/(\hbar^2k)$, so

$$
g(E)=\int\frac{4\pi k'^2dk'}{(2\pi)^3}\,\delta(E-E_{k'})
=\frac{k^2}{2\pi^2}\frac{m}{\hbar^2k}
=\frac{mk}{2\pi^2\hbar^2},\qquad k=\frac{\sqrt{2mE}}{\hbar}. \tag{9}
$$

The bulk rate thus grows as $\sqrt E$: the matrix element stays constant while the number of final states rises.

For $x\ll1$, (1) must describe separate B impurities of density $x/\Omega_0$. Dividing the rate by this density and by the speed $\hbar k/m$ gives the cross-section

$$
\sigma=\frac{2\pi}{\hbar}\,\Omega_0^2U^2\,\frac{mk}{2\pi^2\hbar^2}\,\frac{m}{\hbar k}
=\frac{m^2U^2\Omega_0^2}{\pi\hbar^4}=4\pi a_s^2,\qquad
a_s=\frac{mU\Omega_0}{2\pi\hbar^2}. \tag{10}
$$

This is the Born cross-section of a short-range scatterer with scattering length $a_s$. Near $x=1$ the roles are exchanged, and A atoms scatter in a B crystal. The factor $x(1-x)$ joins these limits and is largest at $x=1/2$.

**Momentum relaxation.** Each collision enters the momentum-relaxation rate with weight $1-\cos\theta$. As (7) is isotropic, $\cos\theta$ averages to zero and the two rates are equal. A finite range changes this. If $\Delta v|u|^2$ is uniform inside a sphere of radius $r_0$, its normalized Fourier transform is $1-q^2r_0^2/10$ to second order, and its square is $1-q^2r_0^2/5$. With $q^2=2k^2(1-\cos\theta)$ and $c=\cos\theta$, the relaxation rate is multiplied by

$$
\frac12\int_{-1}^{1}(1-c)\Big[1-\tfrac25k^2r_0^2(1-c)\Big]dc
=1-\frac{8}{15}k^2r_0^2, \tag{11}
$$

because $\int_{-1}^{1}(1-c)^2dc=8/3$.

## A random lattice

The roles of variance, density of states and independence can be seen without using the golden rule. Take a periodic simple-cubic lattice of $32^3$ sites with band energy $-2(\cos k_x+\cos k_y+\cos k_z)$, in units where hopping, $\hbar$ and site volume are 1. Place a potential $0.4$ on each B site and zero on each A site. A plane wave is evolved by a split-step Fourier method with time step 0.2. The logarithm of its survival probability, averaged over six random samples, is fitted by a line between times 4 and 12; minus the slope is the decay rate.

Because the potential acts on single sites, the averaged matrix element (7) is independent of $\mathbf q$ throughout this band, not only near its edge. For comparison, (1) becomes $2\pi x(1-x)(0.4)^2g$, with $g$ found by counting two million random wave vectors in an energy window of half-width 0.1.

| $x$ | $E$ | $g$ | fitted rate | from (1) |
|---|---|---|---|---|
| 0.1 | 0 | 0.142 | 0.0129 | 0.0129 |
| 0.5 | 0 | 0.142 | 0.0367 | 0.0358 |
| 0.8 | 0 | 0.142 | 0.0227 | 0.0229 |
| 0.5 | −3.54 | 0.058 | 0.0146 | 0.0147 |
| 0.5 | −4.93 | 0.031 | 0.0074 | 0.0077 |

The first three rows follow $x(1-x)$, not $x$; the rows at $x=0.5$ follow $g$. The largest difference is about 4 percent of the value from (1). Sampling, the finite time window and higher orders can all contribute, and the calculation does not separate them. The agreement is helped by the choice of cases. The next order involves $\langle\delta c_i^3\rangle=x(1-x)(1-2x)$ and multiplies the rate by $1+2(1-2x)(0.4)\,\mathrm{Re}\,G(E)$, where $G$ is the on-site Green function of the band, with $\mathrm{Im}\,G=-\pi g$. This correction vanishes at $x=0.5$, and at $E=0$, where $\mathrm{Re}\,G=0$ by the symmetry of the band; every row is one of these cases. At $E=-3.54$, where $\mathrm{Re}\,G\approx-0.29$, it lowers the rate by nearly 20 percent at $x=0.1$ and raises it by about as much at $x=0.9$.

The phase of the surviving wave gives the mean shift. At $E=0$ it is 0.039, 0.200 and 0.322 for the three compositions, against $0.4x=0.040$, 0.200 and 0.320. At the two lower energies it is about 0.19 instead of 0.20. The second-order shift $x(1-x)(0.4)^2\,\mathrm{Re}\,G(E)$ accounts for this difference: with $\mathrm{Re}\,G\approx-0.29$ and $-0.27$ it is about $-0.011$ at both energies.

Now arrange A and B alternately at $x=0.5$. Each site still has $\delta c_i=\pm1/2$, hence $\delta c_i^2=1/4$, but the disorder sum in (4) is periodic. It couples a wave to a single other wave, of opposite energy, with strength 0.2. For $E=-3.539$ the two energies differ by $\Delta=7.078$, and the two-state formula limits the lost probability to

$$
\frac{4(0.2)^2}{\Delta^2+4(0.2)^2}=0.0032. \tag{12}
$$

The split-step evolution gives a largest loss of 0.0022. The difference comes from the time step $h=0.2$. To first order, one step applies half of the potential before and half after the free motion, which gives a transition amplitude proportional to $h\cos(\Delta h/2)$; continuous evolution gives $2\sin(\Delta h/2)/\Delta$. Their ratio, $(\Delta h/2)\cot(\Delta h/2)=0.83$, multiplies the probability by 0.68, taking it from 0.0032 to 0.0022. For energy-conserving transitions $\Delta\to0$ and the ratio is 1, so the decay rates do not suffer this reduction.

The loss is small because the two energies differ. At $E=0$ they coincide, and (12) with $\Delta=0$ allows complete transfer; this is a reversible oscillation between two waves, not a decay.

In the random alloy, the fitted rate at $E=-3.539$ and $x=0.5$ implies a loss of 0.16 by time 12. The site variance therefore sets the rate only together with the absence of correlations. With correlations, the double sum in (7) must be kept, and the scattering can depend on $\mathbf q$.

## Carriers in a channel

Let the alloy fill a channel normal to $z$, with area $\mathcal A$ and subband functions $\chi_n(z)$ normalized to 1. The envelope is now $\mathcal A^{-1/2}\chi_n(z)e^{i\mathbf k\cdot\boldsymbol\rho}$, where $\mathbf k$ and $\boldsymbol\rho$ lie in the plane. Repeating the step to (7) gives

$$
\begin{aligned}
\langle|M_{nm}|^2\rangle
&=\frac{U^2\Omega_0^2}{\mathcal A^2}\,x(1-x)\sum_i|\chi_n(z_i)|^2|\chi_m(z_i)|^2\\
&=\frac{U^2\Omega_0x(1-x)}{\mathcal A}\int|\chi_n|^2|\chi_m|^2dz. \tag{13}
\end{aligned}
$$

The site sum has become $\Omega_0^{-1}\int d^2\rho\,dz$, since the envelopes vary slowly between sites. Each subband below the total energy $E$ offers a density of final states per area

$$
g_{2D}=\int\frac{2\pi k\,dk}{(2\pi)^2}\,\delta\!\left(E-E_n-\frac{\hbar^2k^2}{2m}\right)=\frac{m}{2\pi\hbar^2}. \tag{14}
$$

With the step function $\theta$, the total scattering rate of a carrier in subband $m$ (as an index), including scattering within that subband, is

$$
\frac1{\tau_m}=\frac{2\pi}{\hbar}\Omega_0x(1-x)U^2g_{2D}\sum_n\theta(E-E_n)\int|\chi_m|^2|\chi_n|^2dz. \tag{15}
$$

For hard walls a distance $L$ apart, $|\chi_n|^2=(2/L)\sin^2(n\pi z/L)=[1-\cos(2n\pi z/L)]/L$. In the product of two such densities, the single cosines integrate to zero, while the product of cosines integrates to $L/2$ for $n=m$ and to zero otherwise. Hence

$$
\int|\chi_m|^2|\chi_n|^2dz=\frac1L\left(1+\tfrac12\delta_{mn}\right). \tag{16}
$$

With one open subband the rate is independent of energy and proportional to $1/L$: confinement concentrates the carrier on fewer sites, over which the disorder averages less well.

With $N_s$ open subbands, the effective density of states is $g_{2D}(N_s+\tfrac12)/L$. In a wide well $N_s\simeq kL/\pi$, and this tends to $mk/(2\pi^2\hbar^2)$, the bulk result (9).

## A worked example

Consider a ternary zincblende alloy with disorder on one sublattice and round model parameters: lattice constant $a=0.58$ nm, $m=0.05\,m_0$ with $m_0$ the free-electron mass, $U=0.5$ eV and $x=0.5$. The cubic cell contains four sites of the sublattice, so $\Omega_0=a^3/4=0.04878\ \mathrm{nm^3}$. In a diamond-structure alloy with disorder on every atom, there are eight sites and $\Omega_0=a^3/8$.

At $E=25$ meV, with $\hbar^2/m=1.524\ \mathrm{eV\,nm^2}$, (9) gives $k=0.1811\ \mathrm{nm^{-1}}$ and

$$
g=\frac{0.1811}{2\pi^2(1.524)}=0.00602\ \mathrm{eV^{-1}\,nm^{-3}}.
$$

Equation (1) then gives

$$
\frac1\tau=\frac{2\pi(0.04878)(0.25)(0.5)^2(0.00602)}{6.582\times10^{-16}}\ \mathrm{s^{-1}}
=1.75\times10^{11}\ \mathrm{s^{-1}},
$$

or $\tau=5.7$ ps. At $x=0.1$ or $0.9$, the factor $x(1-x)$ falls from 0.25 to 0.09 and the rate to $6.3\times10^{10}\ \mathrm{s^{-1}}$.

The approximations can be judged from the same numbers. A sphere of volume $\Omega_0$ has $r_0=0.227$ nm, so the loss in (11) is $9\times10^{-4}$ of the relaxation rate. The scattering length is $a_s=0.0026$ nm, and $a_s/r_0=0.011$ indicates a weak site potential, as far as the effective mass can be used on that scale. The mean free path $\ell=\hbar k\tau/m$ is about 2.4 µm, and $k\ell\simeq430$, so the wave oscillates many times between collisions.

For a well of width 10 nm, the first two levels of the parabolic, hard-wall model lie at 75 and 301 meV. A carrier with 25 meV of in-plane energy in the first subband cannot reach the second. With $g_{2D}=0.1044\ \mathrm{eV^{-1}\,nm^{-2}}$ and overlap $3/(2L)=0.15\ \mathrm{nm^{-1}}$, their product $0.01566\ \mathrm{eV^{-1}\,nm^{-3}}$ replaces $g$. The rate is $4.6\times10^{11}\ \mathrm{s^{-1}}$ and the lifetime 2.2 ps, so the channel scatters 2.6 times faster than the bulk when the in-plane energy in the channel equals the bulk kinetic energy. For a well of 600 nm and total energy 25 meV, 34 subbands are open, and the ratio to the bulk rate is $34.5\,\pi/(kL)=0.997$.

## Alloy-limited mobility

For nondegenerate bulk carriers in a weak field $F$, the relaxation-time solution of the Boltzmann equation is $\delta f=eF\tau v_xf_0/(k_BT)$, with $f_0\propto e^{-E/k_BT}$ and $v_x$ the velocity along the force. The angular average of $v_x^2$ is $2E/(3m)$. With $s=E/k_BT$ and $g\propto\sqrt s$, the drift velocity divided by $F$ is

$$
\mu=\frac{2e}{3m}\frac{\int_0^\infty\tau s^{3/2}e^{-s}ds}{\int_0^\infty s^{1/2}e^{-s}ds}
=\frac{e}{m}\,\tau(k_BT)\,\frac{4}{3\sqrt\pi}. \tag{17}
$$

The last step uses $\tau=\tau(k_BT)s^{-1/2}$, which makes the upper integral $\tau(k_BT)\int_0^\infty s\,e^{-s}ds=\tau(k_BT)$, while the lower one is $\sqrt\pi/2$. Since $\tau(k_BT)\propto T^{-1/2}$, so is $\mu$, if the band is parabolic and the material parameters are constant.

At 300 K, $k_BT=25.9$ meV and $\tau(k_BT)=5.6$ ps, giving $\mu=1.5\times10^5\ \mathrm{cm^2/(V\,s)}$. In the 10 nm channel $\tau$ does not depend on energy while one subband is involved, and $\mu=e\tau/m=7.7\times10^4\ \mathrm{cm^2/(V\,s)}$. These values contain alloy scattering alone; phonons, charged impurities and rough interfaces are left out. The channel value assumes hard walls; a finite barrier lets the envelope spread and lowers the overlap inside the well below (16). Both values also assume a parabolic band. In a real direct-gap semiconductor with so small a mass, the effective mass usually rises noticeably within 0.1 eV of the conduction-band edge, which lowers both mobilities.

The single band edge is a further restriction. With several valleys, each final valley needs its own matrix element and density of states. In a degenerate valence band, such as the heavy- and light-hole bands of a zincblende crystal, the overlap of the initial and final Bloch functions depends on direction, so the isotropy of (7) is lost. The scattering and relaxation rates can still be equal: this happens when final states at $\mathbf k'$ and $-\mathbf k'$ are equally likely, because their contributions to the mean final velocity then cancel.
